# Moment Equations and Force-Difference Collapse Rates in Augmented Surface Hopping, part 1

(Sections cited here and not found follow in the second part.)

## 1. Two packets on uncoupled surfaces

### What dimensions and symmetry allow

A wavepacket has split between two electronic states, $n$ and $\lambda$. The two parts have centres $R_n,R_\lambda$ and mean momenta $P_n,P_\lambda$, and they feel forces $F_n,F_\lambda$. Write

$$\Delta R=R_n-R_\lambda,\qquad \Delta P=P_n-P_\lambda,\qquad \Delta F=F_n-F_\lambda .$$

We want the rate $\gamma$ at which the magnitude of their overlap decays. Suppose first that its size may depend on $\Delta F$, $\Delta R$ and $\hbar$ alone. Force times length is an energy, and energy divided by $\hbar$ is an inverse time. The dimensions of these three quantities are independent, so no dimensionless combination can be formed from them, and

$$|\gamma|=C\,\frac{|\Delta F\,\Delta R|}{\hbar}$$

with a pure number $C$.

Symmetry restricts the sign. Exchanging the labels $n$ and $\lambda$ reverses $\Delta F$, $\Delta R$ and $\Delta P$ together, but leaves the magnitude of the overlap unchanged. A reflection of the coordinate does the same. The sign of $\gamma$ must therefore contain an even number of these three signs. Time reversal changes $\Delta P$ but not $\Delta R$ or $\Delta F$, and it turns decay into growth, so $\gamma$ must be odd in $\Delta P$. Finally, the potential enters the equation of motion linearly, so we look for a rate linear in $\Delta F$. What remains is

$$\gamma=C\,\frac{\Delta F\,|\Delta R|\,\mathrm{sgn}(\Delta P)}{\hbar}. \tag{1}$$

If $\Delta P$ and $\Delta R$ have equal signs, this is $C\,\Delta F\,\Delta R/\hbar$. The familiar product of force difference and displacement thus carries a condition: the packets must be moving apart. A rule containing $\Delta F$ and $\Delta R$ alone cannot hold for both a motion and its time reverse, unless the rate vanishes. We now need $C$, and a dynamical reason for the assumed dependence.

### The exact rate for linear potentials

Take one nuclear coordinate $x$, mass $M$, and two uncoupled linear potentials. Let $R_s$ be a reference position, later the position of the surface-hopping trajectory, and write

$$V_j(x)=E_j-F_j(x-R_s).$$

The total state is $\sum_j\psi_j(x)|j\rangle$. Define the electronic coherence and its first position moment by

$$\sigma_{n\lambda}=\int\psi_n\psi_\lambda^*\,dx,\qquad
\delta R_{n\lambda}=\int(x-R_s)\psi_n\psi_\lambda^*\,dx .$$

The Schrödinger equation gives $\dot\psi_n=-(i/\hbar)(T+V_n)\psi_n$ and $\dot\psi_\lambda^*=+(i/\hbar)(T+V_\lambda)\psi_\lambda^*$, where $T=-(\hbar^2/2M)\,d^2/dx^2$ is real. Two integrations by parts move $T$ from one factor to the other, and the boundary terms vanish for localized packets. The kinetic contributions cancel:

$$\begin{aligned}
\dot\sigma_{n\lambda}
&=-\frac{i}{\hbar}\int (V_n-V_\lambda)\psi_n\psi_\lambda^*\,dx\\
&=-\frac{i}{\hbar}(E_n-E_\lambda)\sigma_{n\lambda}
+\frac{i}{\hbar}\Delta F\,\delta R_{n\lambda}.
\end{aligned}$$

Divide by $\sigma_{n\lambda}$ and take the real part. The energy difference produces a pure phase and drops out. Since $\mathrm{Re}(iz)=-\mathrm{Im}\,z$,

$$\frac{d}{dt}\ln|\sigma_{n\lambda}|
=-\frac{\Delta F}{\hbar}\,
\mathrm{Im}\frac{\delta R_{n\lambda}}{\sigma_{n\lambda}}. \tag{2}$$

No packet shape has been assumed. The ratio on the right is a mean position weighted by the complex transition density $\psi_n\psi_\lambda^*$, so it may be complex. Its imaginary part controls the loss of coherence.

**Limit.** If $\Delta F=0$, the coherence has constant magnitude, even for packets moving at different velocities. Both parts then evolve under the same unitary operator, apart from a phase, and a common unitary preserves inner products.

### Gaussian packets

Let the normalized packets be proportional to

$$\chi_j(x)\propto\exp\!\left[-\frac{(x-R_j)^2}{2a^2}+\frac{i}{\hbar}P_jx\right],$$

with a common real width $a$. With $\bar R=(R_n+R_\lambda)/2$ and $y=x-\bar R$, the two squares add to

$$(x-R_n)^2+(x-R_\lambda)^2=2y^2+\frac{(\Delta R)^2}{2}.$$

Apart from a constant phase and the normalization, the product $\chi_n\chi_\lambda^*$ is therefore

$$e^{-(\Delta R)^2/4a^2}
\exp\!\left[-\frac{y^2}{a^2}+\frac{i\Delta P\,y}{\hbar}\right].$$

Completing the square gives

$$-\frac{y^2}{a^2}+\frac{i\Delta P\,y}{\hbar}
=-\frac1{a^2}\left(y-\frac{ia^2\Delta P}{2\hbar}\right)^2
-\frac{a^2(\Delta P)^2}{4\hbar^2}.$$

The remaining Gaussian integral does not depend on its complex centre, and the overlap is one when both differences vanish. Two results follow:

$$|\langle\chi_\lambda|\chi_n\rangle|=e^{-S},\qquad
S=\frac{(\Delta R)^2}{4a^2}+\frac{a^2(\Delta P)^2}{4\hbar^2}, \tag{3}$$

$$\frac{\delta R_{n\lambda}}{\sigma_{n\lambda}}
=\bar R-R_s+\frac{i a^2\Delta P}{2\hbar}. \tag{4}$$

Amplitudes multiplying the packets cancel in the ratio (4). Inserting (4) in (2), we find the decay rate at an instant when the packets have this form:

$$\gamma_a=\frac{a^2\,\Delta F\,\Delta P}{2\hbar^2}. \tag{5}$$

It is linear in $\Delta F$ and odd in $\Delta P$, as required. It also contains a width, which a classical trajectory does not supply.

### Choosing the width

A definite choice is the width for which two packets with given $\Delta R$ and $\Delta P$ overlap most. Differentiating (3) with respect to $a^2$,

$$\frac{\partial S}{\partial(a^2)}
=-\frac{(\Delta R)^2}{4a^4}+\frac{(\Delta P)^2}{4\hbar^2}=0
\quad\Longrightarrow\quad
a^2=\frac{\hbar|\Delta R|}{|\Delta P|}. \tag{6}$$

This is a minimum of $S$, because $S$ grows for both small and large $a$. Each term of (3) then equals $|\Delta R||\Delta P|/4\hbar$, so the smallest exponent is $|\Delta R||\Delta P|/2\hbar$. Substitution of (6) in (5) gives

$$\gamma=\frac{\Delta F\,|\Delta R|\,\mathrm{sgn}(\Delta P)}{2\hbar}.$$

The number in (1) is $C=1/2$. For packets moving apart,

$$\boxed{\;\Gamma=\frac{\Delta F\,\Delta R}{2\hbar}\;} \tag{7}$$

Equation (6) is a model choice, renewed at each instant. It is not the width of a particular propagated packet, and a minimum of $S$ is not a minimum of its time derivative.

For several coordinates $\alpha$, take products of Gaussians, with a separate width from (6) in each coordinate. The potential difference is a sum of linear terms, so the contributions to (2) add. If $\Delta R_\alpha$ and $\Delta P_\alpha$ have equal signs for every $\alpha$,

$$\Gamma=\frac1{2\hbar}\sum_\alpha\Delta F_\alpha\,\Delta R_\alpha
=\frac{\Delta\mathbf F\cdot\Delta\mathbf R}{2\hbar}. \tag{8}$$

The masses do not appear in this instantaneous rate. They enter through the motion that produces the displacement.

### Decay, growth and a failure of the sign

Numbers are in Hartree atomic units, with $\hbar=1$, unless stated otherwise. Take $\Delta\mathbf R=(0.3,0.5)$, $\Delta\mathbf P=(2,1.5)$ and masses $(2000,3000)$. Equation (6) gives squared widths $0.3/2=0.15$ and $0.5/1.5=0.333$. For $\Delta\mathbf F=(0.02,0.01)$,

$$\Gamma=\tfrac12(0.02\times0.3+0.01\times0.5)=0.0055 .$$

Propagating the two packets on a grid for a short time forward and backward gives a logarithmic derivative of $-0.0055$, the predicted decay.

For $\Delta\mathbf F=(-0.03,0.005)$,

$$\Gamma=\tfrac12(-0.03\times0.3+0.005\times0.5)=-0.00325 ,$$

and the propagated overlap grows at the rate $0.00325$. The packets are still separating in position, but the force is reducing their momentum difference in the first coordinate, and this outweighs the change in the second.

Now reverse both momentum differences and take $\Delta\mathbf F=(-0.03,-0.005)$. Equation (8) gives $-0.00575$ and announces growth. The propagated logarithmic derivative is $-0.00575$, which is decay at the rate $0.00575$. The magnitude is right and the sign is wrong, as (1) requires for packets that have turned back. Equation (8) therefore requires packets that move apart in every coordinate. For packets with the widths (6) that have turned back in every coordinate, it gives the wrong sign. The algorithm in the second part does not check this condition.

There is a second trap. One might differentiate (3) at fixed width, moving the centres with $d\Delta R/dt=\Delta P/M$. With no force difference this gives

$$\frac{dS}{dt}=\frac{\Delta R\,\Delta P}{2Ma^2}
=\frac{(\Delta P)^2}{2M\hbar},$$

where the last form uses (6) and equal signs. For the numbers above, the sum over coordinates is $4/4000+2.25/6000=0.001375$. The true derivative is zero, by the unitarity argument. Packets of frozen width do not solve the free Schrödinger equation, and the kinetic decay they show comes from that approximation. Using (2) avoids it.

### Packets that start together

An exact comparison is possible for constant forces and a common initial Gaussian of width $a$. Let $U_0$ be free evolution and write $U_j=U_0W_j$. Constant energies give phases and are omitted. The operator $W_j$ obeys

$$i\hbar\dot W_j=-F_j\left(x+\frac{pt}{M}\right)W_j .$$

The bracket is the freely moving position operator. At two different times its commutator is a number, so time ordering contributes a phase only. Integrating the bracket from $0$ to $t$,

$$W_j=e^{i\theta_j}\exp\!\left[\frac{iF_j}{\hbar}
\left(xt+\frac{pt^2}{2M}\right)\right].$$

The exponents for $n$ and $\lambda$ are multiples of the same operator and commute. Hence $W_\lambda^\dagger W_n$ has the same form with $F_j$ replaced by $\Delta F$. Apart from a phase, it shifts momentum by $\Delta F\,t$ and position by $-\Delta F\,t^2/2M$. The overlap is that of the initial Gaussian with its shifted copy, so (3) gives

$$S(t)=\frac{(\Delta F)^2t^4}{16M^2a^2}
+\frac{a^2(\Delta F)^2t^2}{4\hbar^2}. \tag{9}$$

The derivative of the second term is $a^2(\Delta F)^2t/2\hbar^2$, which is (5) with $\Delta P=\Delta F\,t$ and the initial width. The derivative of the first term is missing from (5), because the propagated packets spread and acquire a quadratic phase, which the form assumed for (5) leaves out.

The displacement is $\Delta R=\Delta F\,t^2/2M$, so the time integral of (7) is

$$\int_0^t\Gamma\,dt'=\int_0^t\frac{(\Delta F)^2t'^2}{4M\hbar}\,dt'
=\frac{(\Delta F)^2t^3}{12M\hbar}. \tag{10}$$

A sum of two positive numbers is at least twice the square root of their product. Applied to (9),

$$S(t)\ge2\,\frac{(\Delta F)^2t^3}{8M\hbar}
=\frac{(\Delta F)^2t^3}{4M\hbar}
=3\int_0^t\Gamma\,dt'. \tag{11}$$

Equality holds when the two terms are equal, at $a^2=\hbar t/2M$.

With $M=2000$, $\Delta F=0.02$ and $t=400$, equation (10) gives $1.067$. At $a^2=0.1$, the width of equality, the propagated exponent is $3.200$. At $a^2=0.04$ and $0.49$ it is $4.640$ and $8.167$. In this setting the force-difference rate underestimates the accumulated exponent by at least a factor of three. It supplies a time scale that shortens as the force difference grows, not the quantitative coherence of a chosen packet. The shortfall is not an amount that collapses must make up in an ensemble of trajectories. A classical trajectory starting at $(x_0,p_0)$ collects the electronic phase $\Delta F\,(x_0t+p_0t^2/2M)/\hbar$, plus a part common to all trajectories. The Wigner distribution of the initial Gaussian has variances $a^2/2$ and $\hbar^2/2a^2$, and averaging the phase factor over it gives a magnitude $e^{-S(t)}$ with $S(t)$ from (9), without any collapse. The dependence on mass can differ too: by (10) the time to reach a given exponent grows as $M^{1/3}$, whereas the second term of (9), which dominates at early times, contains no mass.

### From a rate to random events

Surface hopping propagates a pure electronic state along each trajectory, so the coherence carried by a single trajectory does not decay by itself. A collapse removes the amplitude of state $n$ from a trajectory running on $\lambda$. If collapses occur with probability $\Gamma\,dt$ in a short time $dt$, the fraction $p$ of trajectories not yet collapsed obeys $\dot p=-\Gamma p$, and

$$p(t)=\exp\!\left[-\int_0^t\Gamma(t')\,dt'\right]. \tag{12}$$

Collapsed trajectories contribute no coherence, so the ensemble coherence acquires this factor, provided that nothing else distinguishes the two groups. The factor multiplies the decay that comes from dephasing among trajectories with different initial conditions. For constant forces and Wigner sampling the total exponent is then (9) plus (10), larger than the exact one. The collapse acts on the coherence within each trajectory; it is not fitted to the ensemble average.

A negative $\Gamma$ cannot be a collapse probability. For packets with the widths (6) and the signs required by (8), it means that the overlap is growing at the rate $-\Gamma$. Propagated packets have other widths and phases, and their overlap may still be decaying. The algorithm answers by forgetting the recorded displacement at that rate, so that the two packets count as coincident again. This reset is a rule suggested by the growing overlap. Equation (2) does not derive it.

## 2. Coupled surfaces and a moving electronic basis

### Symbols and results carried over

The active state is $\lambda$, another state is $n$, and $(\mathbf R_s,\mathbf P_s)$ is the trajectory. For packets moving apart, the force-difference rate is $\Gamma=\Delta\mathbf F\cdot\Delta\mathbf R/2\hbar$. The rate came from Gaussian packets with a chosen width. For these packets a positive value means decay of the overlap, and a negative value means growth. What is missing is a way to obtain $\Delta\mathbf R$ along a single trajectory when the electronic states are coupled.

### Definitions and the linear expansion

Let

$$H=\sum_\alpha\frac{P_\alpha^2}{2M_\alpha}+V(\mathbf R),$$

where $V$ is a matrix in a fixed electronic basis. Denote the full density operator by $\rho$ and the trace over nuclear coordinates by $\mathrm{Tr}_N$. With

$$X_\alpha=R_\alpha-R_{s\alpha},\qquad \pi_\alpha=P_\alpha-P_{s\alpha},$$

define three kinds of electronic matrix:

$$\sigma=\mathrm{Tr}_N\rho,\qquad
\delta R_\alpha=\mathrm{Tr}_N(X_\alpha\rho),\qquad
\delta P_\alpha=\mathrm{Tr}_N(\pi_\alpha\rho).$$

Expand the potential about the trajectory:

$$V(\mathbf R)\simeq V_0-\sum_\beta F_\beta X_\beta,\qquad
V_0=V(\mathbf R_s),\qquad
F_\beta=-\left.\frac{\partial V}{\partial R_\beta}\right|_{\mathbf R_s}.$$

This requires $V$ to be nearly linear across the region that contains the packets. The trajectory follows the active surface: $\dot R_{s\alpha}=P_{s\alpha}/M_\alpha$ and $\dot P_{s\alpha}=(F_\alpha)_{\lambda\lambda}$, where the diagonal element refers to the active adiabatic state.

Nuclear operators may be moved cyclically inside $\mathrm{Tr}_N$, while electronic matrices keep their order. The equation of motion is $\dot\rho=-(i/\hbar)[H,\rho]$. In $\dot\sigma$ the kinetic energy cancels, and

$$\dot\sigma=-\frac i\hbar[V_0,\sigma]
+\frac i\hbar\sum_\beta[F_\beta,\delta R_\beta]. \tag{13}$$

For two uncoupled states its off-diagonal element reproduces the equation that led to (2).

We now have the force-difference rate (8), for Gaussian packets of chosen width that move apart in every coordinate, and the equation of motion (13) for the electronic matrix $\sigma$. What remains is to find the equations for $\delta R_\alpha$ and $\delta P_\alpha$, obtain from them the displacement along a single trajectory, and build and test the collapse and reset rules.

Numbers in the example were calculated in double precision.
